# Intrinsic stress in a copper film grown at room temperature

**The argument under review.** A 50 nm copper film is deposited on a thick wafer at 300 K and examined at 300 K. The argument runs: "Film and wafer have different expansion coefficients, but the temperature never changed. No mismatch strain was produced, so the film is free of stress, and any bending of the wafer must be an artefact."

The statement about thermal strain is right. The conclusion needs a further premise, that the film was laid down at its stress-free size and kept it. The question is what the mean stress becomes when that premise is dropped.

## What fixes the mean stress

Take the film as linear, isotropic and elastically uniform, with Young modulus $E$ and Poisson ratio $\nu$. It consists of square grains of side $L$ and height $h$, bonded at $z=0$ to a substrate so thick that it is effectively rigid. Grain boundaries are vertical mirror planes. Tension is positive.

Other sources of misfit exist, such as grain growth, but three are treated here. A grain's natural size can differ from its cell on the substrate because of:

- a gap, of height-averaged width $\delta$ per boundary, that has been pulled shut;
- extra matter of mean thickness $w$ inserted in each boundary;
- a stress-free linear expansion, of mean $e$, caused by defects inside the grain.

To close the gap, opposite side walls must separate by $\delta-w$ on average. With $V=L^2h$, the mean strain relative to the substrate cell is

$$\bar\varepsilon_{xx}=\frac1V\int\frac{\partial u_x}{\partial x}\,dV=\frac1{L^2h}\int\left[u_x\right]_{-L/2}^{L/2}dy\,dz=\frac{\delta-w}{L},$$

and likewise for $y$. The substrate may hold the base fixed and make the strain very uneven; the mean depends on the side walls alone.

The mean vertical stress follows from equilibrium, $\partial_j\sigma_{jz}=0$, which gives $\partial_j(z\sigma_{jz})=\sigma_{zz}$. Hence

$$\int\sigma_{zz}\,dV=\oint z\,t_z\,dS=0,$$

where $t_z$ is the vertical surface traction. The base has $z=0$, the top is free, and mirror planes carry no shear.

If the temperature changes by $\Delta T$ between growth and measurement, the substrate cell strains by $\alpha_s\Delta T$ and the free film by $\alpha_f\Delta T$. The mean elastic strain is the total strain minus the free strain. With $\bar\sigma_{xx}=\bar\sigma_{yy}=\sigma$ and $\bar\sigma_{zz}=0$, Hooke's law reads $\bar\varepsilon_{\rm el}=(1-\nu)\sigma/E$, so

$$\sigma=M\left[(\alpha_s-\alpha_f)\Delta T+\frac{\delta-w}{L}-e\right],\qquad M=\frac{E}{1-\nu}.$$

Setting $\Delta T=0$ removes the first term and leaves the others. The argument has treated one source of misfit as if it were all of them.

## Coalescence: tension

Islands grow separately until their sides nearly touch. Closing the gap replaces two free surfaces by one grain boundary and releases, per unit area,

$$\Gamma=2\gamma_s-\gamma_{gb}.$$

The price is elastic stretching. For equal in-plane strain $\varepsilon$ the energy density is $\tfrac12(\sigma\varepsilon+\sigma\varepsilon)=M\varepsilon^2$. Each island has four sides, each shared with a neighbour, hence two boundaries of area $Lh$. If the base could slide, closure would lower the energy when

$$M\left(\frac{\delta}{L}\right)^2L^2h\le2Lh\Gamma,$$

that is, when

$$\delta\le\sqrt{\frac{2L\Gamma}{M}},\qquad \sigma\le\sqrt{\frac{2\Gamma M}{L}}.$$

For copper I take the rounded values $E=130$ GPa and $\nu=0.34$, so $M=197$ GPa, with $\gamma_s=1.8$ J/m² and $\gamma_{gb}=0.6$ J/m², so $\Gamma=3.0$ J/m². Since 1 J/m² equals 1 GPa nm, $L=50$ nm gives a largest gap of $\sqrt{2(50)(3.0)/197}=1.23$ nm and a stress ceiling of 4.9 GPa.

A bonded base cannot move sideways, so the wall displacement must vanish at the foot, and such uneven closure is dearer. For an island 20 nm high and a wedge-shaped gap that vanishes at the foot, finite elements give about 1.54 times the elastic energy of a sliding island with a uniform gap of the same mean (1.55 on a coarse mesh). Nearly all of this comes from the wedge shape: the same wedge on a sliding base costs 1.52 times as much. For a gap of fixed shape the energy scales as $\sigma^2$, so the ceiling falls by $\sqrt{1.54}$, to 3.9 GPa.

These ceilings say what surface energy could pay for. They do not predict the gap that closes. I choose a much smaller mean gap, $\delta=0.10$ nm, which gives

$$\sigma_T=M\frac{\delta}{L}=197\times\frac{0.10}{50}=0.39\ \text{GPa}.$$

For an expansion mismatch $\alpha_f-\alpha_s=1.4\times10^{-5}$ K$^{-1}$, the same tension would require cooling by $0.002/(1.4\times10^{-5})=143$ K. Here no cooling has occurred.

## Boundary insertion: compression that depends on rate

During deposition, adatoms have a chemical potential higher by $\Delta\mu$ than atoms in unstressed bulk. Some can enter the boundaries of the layer now at the surface. Let this layer have height $d$ and volume $V_d=L^2d$, and let $N$ inserted atoms of volume $\Omega$ be shared by its two boundaries. Then

$$w=\frac{N\Omega}{2Ld},\qquad \varepsilon=\frac{\delta-w}{L},\qquad \frac{d\varepsilon}{dN}=-\frac{\Omega}{2V_d}.$$

Treat the layer as uniformly strained and neglect the shear exerted by the layer below when their strains differ. For so thin a layer that shear is far from small: it would resist a change in one layer alone much more strongly than the energy used here. The rate law below is therefore a simple model and not a prediction. The elastic energy is then $U=V_dM\varepsilon^2$, so

$$\frac{dU}{dN}=2V_dM\varepsilon\left(-\frac{\Omega}{2V_d}\right)=-\sigma\Omega.$$

Moving an adatom into the boundary changes the free energy by $-\sigma\Omega-\Delta\mu$. Insertion is favourable until this vanishes, at

$$\sigma_C=-\frac{\Delta\mu}{\Omega}.$$

Tension helps atoms enter, but the process does not stop at zero stress. A supersaturated surface continues to push atoms in until compression balances $\Delta\mu$.

Write the driving energy as $A=\Delta\mu+\sigma\Omega$. Entry and exit rates $\nu_0e^{A/2kT}$ and $\nu_0e^{-A/2kT}$ have the ratio required by detailed balance. Their difference is $2\nu_0\sinh(A/2kT)$, or $\nu_0A/kT$ for weak driving. Therefore

$$\frac{d\sigma}{dt}=-\frac{M\Omega}{2V_d}\frac{\nu_0(\Delta\mu+\sigma\Omega)}{kT}=-\frac{\sigma-\sigma_C}{\tau},\qquad \tau=\frac{2V_dkT}{M\Omega^2\nu_0}.$$

Assume that each new layer starts at $\sigma_T$ and that insertion stops when the layer is buried. At growth rate $R$ it is exposed for $d/R$, so it keeps the stress

$$\sigma(R)=\sigma_C+(\sigma_T-\sigma_C)e^{-d/(R\tau)}.$$

In this model, very fast growth retains $\sigma_T$ and very slow growth reaches $\sigma_C$. If $\sigma_T>0$ and $\Delta\mu>0$, the stress passes through zero at one rate,

$$R_0=\frac{d}{\tau\ln[(\sigma_T-\sigma_C)/(-\sigma_C)]}.$$

For a lattice constant of 0.361 nm, $\Omega=0.01176$ nm³ and the (111) layer height is $d=0.208$ nm. I choose $\Delta\mu=0.010$ eV and $\nu_0=100$ s$^{-1}$ per grain layer, and hold both fixed as $R$ changes. In a real deposition $\Delta\mu$ may itself depend on rate. The results are $\sigma_C=-0.136$ GPa and $\tau=1.58$ s.

At 0.05 nm/s a layer is exposed for 4.17 s:

$$\sigma=-0.136+0.530\,e^{-4.17/1.58}=-0.098\ \text{GPa}.$$

At 1 nm/s the exposure is 0.208 s:

$$\sigma=-0.136+0.530\,e^{-0.208/1.58}=0.329\ \text{GPa}.$$

In this model, layers grown at the same temperature thus have opposite stress. These are the stresses of layers added after coalescence, and below they are taken for the whole film, which requires coalescence at a small thickness. If instead the first 20 nm keep $\sigma_T$, the slow 50 nm film averages $(20\times0.394-30\times0.098)/50=+0.10$ GPa; its mean is compressive only if coalescence occurs below about 10 nm. The crossover is at $R_0=0.097$ nm/s.

The driving is not very weak at first: $A/kT$ is about 1.5, for which the full hyperbolic sine gives a rate about 10% above the linear one. Solving the master equation for the number of inserted atoms with the full rates gives −0.100 and 0.324 GPa, so the linear law is good to about 0.005 GPa here. The full rates move the crossover to 0.100 nm/s and the bombarded sum below from −0.065 to −0.070 GPa.

## Energetic bombardment: compression from within

Energetic particles can drive atoms below the surface. Suppose a fraction $c$ of interstitials per film atom is retained, each expanding the crystal by a relaxation volume $v$. The relative volume change is $cv/\Omega$, and one third of it appears along each axis:

$$e=\frac{cv}{3\Omega},\qquad \sigma_B=-M\frac{cv}{3\Omega}.$$

The substrate forbids the in-plane expansion, so the film is compressed.

One might object that displacement also leaves vacancies, which could cancel the effect. They need not. I relaxed a periodic fcc crystal of 108 sites with a short-ranged Morse pair potential and obtained $v$ from the pressure at fixed cell size. An interstitial gave $+3.4\,\Omega$ and a vacancy $-0.008\,\Omega$: the pair expands this crystal. In cells of 256 to 864 sites the interstitial value falls to about $3.3\,\Omega$, while the vacancy value does not change. The potential is not fitted to copper, so these values support the sign and not the size.

For the example I choose $v=1.5\,\Omega$, 0.10 energetic particles per film atom and 0.04 retained interstitials per particle. Then $c=0.004$, $e=0.002$ and $\sigma_B=-0.39$ GPa. Its magnitude equals $\sigma_T$ because both chosen strains are 0.002. With the pair model's larger $v$ and the same $c$, it would be about −0.88 GPa for the 108-site value and −0.86 GPa for the large-cell value.

If this damage forms below the surface, after insertion has ended, the stresses add. The fast film then has

$$0.329-0.394=-0.065\ \text{GPa}.$$

The sum vanishes at $c=3\Omega\sigma/(Mv)=0.0033$, with $\sigma=0.329$ GPa. In this model, a film that keeps these interstitials can therefore have zero mean stress at room temperature, but through a balance between tension and compression. The temperature does not secure it.

## Is the bending an artefact?

A film of thickness $h_f$ exerts a force $\sigma h_f$ per unit width, at a distance $h_s/2$ from the midplane of a substrate of thickness $h_s\gg h_f$. The substrate's bending moment per unit width is $M_sh_s^3\kappa/12$, where $M_s$ is its biaxial modulus and $\kappa$ its curvature. Equating moments,

$$\frac{\sigma h_fh_s}{2}=\frac{M_sh_s^3\kappa}{12}\quad\Rightarrow\quad\kappa=\frac{6\sigma h_f}{M_sh_s^2}.$$

For $M_s=180$ GPa and $h_s=0.5$ mm, the fast film gives $\kappa=2.2\times10^{-3}$ m$^{-1}$, a radius of about 460 m. With bombardment it gives $-4.4\times10^{-4}$ m$^{-1}$, bending the other way. Bending at constant temperature is what a film with nonzero mean intrinsic stress should produce.

## How far the numbers can be trusted

The wafer and expansion data lie roughly in the range of copper on silicon, and stresses of some tenths of a GPa are a plausible size for thin metal films. The gap, $\Delta\mu$, $\nu_0$ and $c$ are illustrative, and $c=0.004$ is high for isolated interstitials. These are mobile in copper at room temperature. Those that escape to the top surface cease to contribute. If all reach the vertical boundaries instead, there are $cV/\Omega$ of them, and $w/L=(cV/\Omega)\,\Omega/(2V)=c/2=0.002$: the same compression as before, but only because $v=1.5\,\Omega$ was chosen. In this example migration of the interstitials can thus move their contribution $\sigma_B$ between 0 and −0.39 GPa. Vacancies left behind are not counted here; if they contract the surrounding lattice, they add tension.

The assumption that insertion stops on burial suits metals of low atomic mobility better than copper. In copper at room temperature, diffusion along the boundaries can reach many layers deep during growth, and part of the compression can relax once deposition stops, so the layer stresses and the crossover rate are not those of a real copper film.

Copper crystals are also anisotropic. For a (100) film, zero vertical stress requires $\varepsilon_z=-2C_{12}\varepsilon/C_{11}$, hence

$$M_{100}=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}.$$

With rounded $C_{11}=170$, $C_{12}=120$ and $C_{44}=75$ GPa this is 121 GPa; it is sensitive to the rounding, and $C_{11}=168.4$, $C_{12}=121.4$ GPa give 115 GPa. Rotating the stiffness tensor numerically gives 260 GPa for a (111) film. The coalescence strain of 0.002 then means 0.24 or 0.52 GPa, instead of 0.39 GPa.

The larger value can be compared with the stress at which plastic flow could begin in a film whose grains are much wider than its thickness. A dislocation threading a (111) film leaves a line at the interface as it advances. With shear modulus $\mu$ and Burgers length $b$, the stress on the cut plane of an edge dislocation is $\mu b/[2\pi(1-\nu)r]$. Half its work through $b$, integrated from $r=b$ to $h_f$, gives the line energy

$$W=\frac{\mu b^2}{4\pi(1-\nu)}\ln\frac{h_f}{b}.$$

The film stress does work $S\sigma bh_f/\sin\phi$ per unit advance, where $S$ is the Schmid factor and $\phi$ the slip-plane inclination. For inclined {111} planes $\sin\phi/S=2\sqrt3$, so motion starts near $\sigma=2\sqrt3\,W/(bh_f)=0.55$ GPa, using $\mu=E/[2(1+\nu)]$. The line left behind is in fact mixed, with 60° between line and Burgers vector. Its edge part $b\sqrt3/2$ and screw part $b/2$, the latter without the factor $1/(1-\nu)$, multiply $W$ by $1-\nu/4=0.915$ and lower the estimate to about 0.50 GPa. Obstacles, elastic anisotropy and the effect of the free surface on the line energy are ignored. In the 50 nm grains used here, a dislocation that crosses a grain also leaves a line along each of two grain boundaries. This roughly triples the length of line left behind, so the stress needed is well above 0.50 GPa.

Smaller corrections matter when the large terms nearly cancel. If film and wafer are both 10 K warmer during growth than at measurement, $M(\alpha_f-\alpha_s)(10\ \text{K})$ adds 0.028 GPa of tension. A surface stress of 1 N/m, a rough size, acts on the wafer like $1/50=0.02$ GPa in the film. Together they are comparable with the −0.065 GPa of the bombarded film, whose sign is therefore less secure than that of the fast film without bombardment.

**Recommendation.** The argument should claim that equal growth and measurement temperatures remove the thermal-mismatch term. To claim zero mean stress, it must also show that the gap, insertion and defect terms, and any other source of misfit, vanish or cancel. Even then the film need not be free of stress: terms that cancel on average can leave tension in one place and compression in another.

Numerical values quoted here were computed with a short program.
